# Current-induced spin density in a Rashba gas with both branches occupied: verification in Python

```python
"""Edelstein spin density of a Rashba gas with both branches occupied.

Result under test, for H = hbar^2 k^2/(2m) + alpha (k_y sigma_x - k_x sigma_y):
    S = -(e tau m alpha / (2 pi hbar^2)) z x E,    j = (n e^2 tau / m) E
S: angular momentum per area; E: in-plane field; electron charge -e;
n: electron density; N0 = m/(2 pi hbar^2): density of states per spin;
tau: lifetime from short-range scalar disorder of strength n_i u^2, with
1/tau = (2 pi/hbar) n_i u^2 N0. Zero temperature, chemical potential mu > 0.
The reference side is a discretized Boltzmann equation whose velocities,
spins and scattering rates come from numerical diagonalization of H.
A Green-function calculation separately tests the role of coherence.
"""
import numpy as np
from scipy.constants import e, hbar, m_e
from scipy.optimize import brentq

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
MEV = 1e-3 * e
mass = 0.05 * m_e
alpha0 = 20 * MEV * 1e-9
density = 1e16
tau = 1e-12
field = 100.0
N0 = mass / (2 * np.pi * hbar**2)
disorder = hbar / (2 * np.pi * N0 * tau)      # n_i u^2
N_ANGLES = 24


def hamiltonian(kx, ky, alpha, kinetic=hbar**2 / (2 * mass)):
    kx = np.asarray(kx, float)[..., None, None]
    ky = np.asarray(ky, float)[..., None, None]
    return (kinetic * (kx**2 + ky**2) * np.eye(2)
            + alpha * (ky * PAULI[0] - kx * PAULI[1]))


def fermi_contours(mu, alpha):
    """List of (band index, radius); band 0 is the lower branch."""
    k_r = abs(mass * alpha / hbar**2)
    k_max = 2 * (k_r + np.sqrt(k_r**2 + 2 * mass * abs(mu) / hbar**2))
    grid = np.linspace(1e-4, 1, 2001) * k_max
    levels = np.linalg.eigvalsh(hamiltonian(grid, 0 * grid, alpha)) - mu
    found = []
    for band in (0, 1):
        def offset(k):
            return np.linalg.eigvalsh(hamiltonian(k, 0.0, alpha))[band] - mu
        sign = np.sign(levels[:, band])
        for i in np.flatnonzero(sign[:-1] * sign[1:] < 0):
            found.append((band, brentq(offset, grid[i], grid[i + 1],
                                       xtol=1e-3)))
    return found


def boltzmann(mu, alpha, field_vector):
    """Steady state for impurity scattering on the Fermi contours."""
    contours = fermi_contours(mu, alpha)
    angle = 2 * np.pi * (np.arange(N_ANGLES) + 0.3) / N_ANGLES
    phi = np.tile(angle, len(contours))
    band = np.repeat([c[0] for c in contours], N_ANGLES)
    k = np.repeat([c[1] for c in contours], N_ANGLES)
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    index = np.arange(len(k))

    def energy(x, y):
        return np.linalg.eigvalsh(hamiltonian(x, y, alpha))[index, band]

    vectors = np.linalg.eigh(hamiltonian(kx, ky, alpha))[1]
    psi = vectors[index, :, band]
    h = 1e-4 * k
    velocity = np.array([energy(kx + h, ky) - energy(kx - h, ky),
                         energy(kx, ky + h) - energy(kx, ky - h)])
    velocity = velocity / (2 * h * hbar)
    radial = velocity[0] * np.cos(phi) + velocity[1] * np.sin(phi)
    weight = k / (2 * np.pi * N_ANGLES * hbar * np.abs(radial))
    overlap = np.abs(psi.conj() @ psi.T)**2
    rate = 2 * np.pi / hbar * disorder * overlap * weight[None, :]
    out_rate = rate.sum(axis=1)
    collision = np.diag(out_rate) - rate
    drive = tau * (-e) * (np.asarray(field_vector) @ velocity)
    # The last row fixes the particle number.
    system = np.vstack([collision * tau, weight / weight.sum()])
    shift = np.linalg.lstsq(system, np.append(drive, 0.0), rcond=None)[0]
    sigma = np.einsum('ia,cab,ib->ci', psi.conj(), PAULI, psi).real
    return dict(contours=contours, phi=phi, radial=radial, shift=shift,
                out_rate=out_rate,
                spin=hbar / 2 * sigma @ (weight * shift),
                spin_uniform=hbar / 2 * sigma @ (weight * drive),
                current=-e * velocity @ (weight * shift))


def chemical_potential(n, alpha):
    k_r = mass * alpha / hbar**2
    return hbar**2 * (2 * np.pi * n - 2 * k_r**2) / (2 * mass)


def spin_formula(alpha, field_vector):
    ex, ey = field_vector
    return -e * tau * N0 * alpha * np.array([-ey, ex, 0.0])


def vertex_correction(alpha, mu=1.0, life=200.0):
    """Pauli components of the ladder correction to v_x, divided by alpha.

    Units hbar = m = 1; retarded-advanced part; n_i u^2 = 1/life.
    """
    edges = np.concatenate([np.linspace(0, 1.1, 60),
                            np.linspace(1.1, 1.7, 600)[1:],
                            np.geomspace(1.7, 60, 80)[1:]])
    node, node_weight = np.polynomial.legendre.leggauss(8)
    half = np.diff(edges)[:, None] / 2
    k = ((edges[:-1] + edges[1:])[:, None] / 2 + half * node).ravel()
    dk = (half * node_weight).ravel()
    angle = 2 * np.pi * np.arange(8) / 8
    kx = np.outer(k, np.cos(angle)).ravel()
    ky = np.outer(k, np.sin(angle)).ravel()
    weight = np.repeat(k * dk / (2 * np.pi * 8), 8)
    retarded = np.linalg.inv((mu + 0.5j / life) * np.eye(2)
                             - hamiltonian(kx, ky, alpha, 0.5))
    advanced = retarded.conj().transpose(0, 2, 1)
    v_x = kx[:, None, None] * np.eye(2) - alpha * PAULI[1]
    first = (weight[:, None, None] * (retarded @ v_x @ advanced)).sum(axis=0)
    weighted = weight[:, None, None] * retarded
    ladder = np.einsum('nab,ncd->adbc', weighted, advanced).reshape(4, 4)
    dressed = np.linalg.solve(np.eye(4) - ladder / life,
                              first.ravel() / life).reshape(2, 2)
    return np.array([np.trace(p @ dressed).real / (2 * alpha) for p in PAULI])


# Reference case, field along x
k_r = mass * alpha0 / hbar**2
q = np.sqrt(2 * np.pi * density - k_r**2)
mu0 = chemical_potential(density, alpha0)
ref = boltzmann(mu0, alpha0, (field, 0.0))
assert [c[0] for c in ref['contours']] == [0, 1]
k_minus, k_plus = [c[1] for c in ref['contours']]
assert np.allclose([k_minus, k_plus], [q + k_r, q - k_r], rtol=1e-8)
n_counted = (k_minus**2 + k_plus**2) / (4 * np.pi)
assert np.isclose(n_counted, density, rtol=1e-8)
assert np.allclose(ref['radial'], hbar * q / mass, rtol=1e-6)
assert np.allclose(ref['out_rate'] * tau, 1, rtol=1e-6)

# Transport lengths, including absence of other angular harmonics
shift = ref['shift'].reshape(2, N_ANGLES)
cosine = np.cos(ref['phi']).reshape(2, N_ANGLES)
lengths = 2 * np.mean(shift * cosine, axis=1) / (-e * field)
assert np.allclose(lengths, hbar * np.array([k_minus, k_plus]) * tau / mass,
                   rtol=1e-6)
assert np.allclose(shift, -e * field * lengths[:, None] * cosine,
                   rtol=0, atol=1e-6 * np.max(np.abs(shift)))

# Spin density, current, and their ratio
spin = ref['spin']
expected = spin_formula(alpha0, (field, 0.0))
scale = abs(expected[1])
assert np.allclose(spin, expected, rtol=0, atol=1e-5 * scale)
j_x = ref['current'][0]
assert np.isclose(j_x, density * e**2 * tau * field / mass, rtol=1e-6)
assert abs(ref['current'][1]) < 1e-6 * abs(j_x)
per_current = -mass**2 * alpha0 / (2 * np.pi * hbar**2 * density * e)
assert np.isclose(spin[1] / j_x, per_current, rtol=1e-5)
half_ratio = ref['spin_uniform'][1] / spin[1]
assert np.isclose(half_ratio, 0.5, rtol=1e-5)

# Rotated field: spin stays perpendicular to it
tilted = field * np.array([np.cos(0.7), np.sin(0.7)])
turned = boltzmann(mu0, alpha0, tilted)['spin']
assert np.allclose(turned, spin_formula(alpha0, tilted), rtol=0,
                   atol=1e-5 * scale)
assert abs(turned[:2] @ tilted) < 1e-5 * scale * field

# Linearity at fixed density, including a reversed sign of alpha
scan = []
for factor in (-1.0, 0.5, 1.0, 2.0, 4.0):
    a = factor * alpha0
    result = boltzmann(chemical_potential(density, a), a, (field, 0.0))
    assert np.isclose(result['spin'][1], spin_formula(a, (field, 0))[1],
                      rtol=1e-5)
    assert np.isclose(result['current'][0], j_x, rtol=1e-5)
    scan.append((a, result['spin'][1]))

# Only the lower branch occupied: the linear law must fail
rashba_energy = mass * alpha0**2 / (2 * hbar**2)
low_ratios = []
for fraction in (-0.2, -0.5):
    low = boltzmann(fraction * rashba_energy, alpha0, (field, 0.0))
    assert [c[0] for c in low['contours']] == [0, 0]
    low_ratios.append(low['spin'][1] / expected[1])
    assert np.isclose(low_ratios[-1], 1 + fraction, rtol=1e-5)

# Coherence: one percent allows for corrections of order 1/(mu life) = 0.005
vertices = []
for a in (0.1, 0.005):
    vertex = vertex_correction(a)
    assert np.allclose(vertex, [0, 1, 0], rtol=0, atol=0.01)
    vertices.append((2 * a * np.sqrt(2.0) * 200.0, vertex[1]))

alpha_limit = hbar**2 * np.sqrt(np.pi * density) / mass
edge_mu = [chemical_potential(density, f * alpha_limit) for f in (0.99, 1.01)]
assert len({c[0] for c in fermi_contours(edge_mu[0], 0.99 * alpha_limit)}) == 2
assert len({c[0] for c in fermi_contours(-1e-3 * mass * alpha_limit**2
           / hbar**2, alpha_limit)}) == 1

spin_number = spin[1] / (hbar / 2)
print(f"effective mass / electron mass: {mass / m_e:.3f}")
print(f"alpha: {alpha0 / MEV * 1e9:.1f} meV nm")
print(f"electron density n: {density:.3e} m^-2")
print(f"scattering time tau: {tau * 1e12:.2f} ps")
print(f"electric field along x: {field:.1f} V/m")
print(f"k_R = m alpha/hbar^2: {k_r:.4e} m^-1")
print(f"q: {q:.4e} m^-1")
print(f"upper-branch Fermi radius k_+: {k_plus:.4e} m^-1")
print(f"lower-branch Fermi radius k_-: {k_minus:.4e} m^-1")
print(f"chemical potential: {mu0 / MEV:.3f} meV")
print(f"Rashba energy E_R: {rashba_energy / MEV:.4f} meV")
print(f"common Fermi speed: {ref['radial'].mean():.4e} m/s")
print(f"branch splitting 2 alpha q: {2 * alpha0 * q / MEV:.3f} meV")
print(f"hbar/tau: {hbar / tau / MEV:.4f} meV")
print(f"density of states per spin N0: {N0:.4e} J^-1 m^-2")
print(f"wavevector shift e E tau/hbar: {e * field * tau / hbar:.4e} m^-1")
print(f"transport length, upper branch: {lengths[1] * 1e9:.2f} nm")
print(f"transport length, lower branch: {lengths[0] * 1e9:.2f} nm")
print(f"v tau: {ref['radial'].mean() * tau * 1e9:.2f} nm")
print(f"current density j_x: {j_x:.4f} A/m")
print(f"S_y, Boltzmann solution: {spin[1]:.5e} J s m^-2")
print(f"S_y, formula: {expected[1]:.5e} J s m^-2")
print(f"S_y in units of hbar/2: {spin_number * 1e-12:.4f} um^-2")
print(f"|S_x/S_y|: {abs(spin[0] / spin[1]):.1e}")
print(f"|S_z/S_y|: {abs(spin[2] / spin[1]):.1e}")
print(f"spin polarization S_y/(n hbar/2): {spin_number / density:.4e}")
print(f"S_y/j_x: {spin[1] / j_x:.4e} J s m^-1 A^-1")
print(f"uniform-relaxation-time S_y / correct S_y: {half_ratio:.5f}")
for a, s_y in scan:
    print(f"alpha {a / MEV * 1e9:.1f} meV nm: S_y = {s_y:.5e} J s m^-2")
print(f"alpha where upper branch empties: {alpha_limit / MEV * 1e9:.2f} meV nm")
print(f"S_y / linear law at mu = -0.2 E_R: {low_ratios[0]:.5f}")
print(f"S_y / linear law at mu = -0.5 E_R: {low_ratios[1]:.5f}")
for splitting, value in vertices:
    print(f"splitting*tau/hbar = {splitting:.2f}: "
          f"vertex correction/(alpha sigma_y/hbar) = {value:.5f}")
print("all tests passed")
```

Printed output:

```
effective mass / electron mass: 0.050
alpha: 20.0 meV nm
electron density n: 1.000e+16 m^-2
scattering time tau: 1.00 ps
electric field along x: 100.0 V/m
k_R = m alpha/hbar^2: 1.3123e+07 m^-1
q: 2.5032e+08 m^-1
upper-branch Fermi radius k_+: 2.3720e+08 m^-1
lower-branch Fermi radius k_-: 2.6344e+08 m^-1
chemical potential: 47.615 meV
Rashba energy E_R: 0.1312 meV
common Fermi speed: 5.7958e+05 m/s
branch splitting 2 alpha q: 10.013 meV
hbar/tau: 0.6582 meV
density of states per spin N0: 6.5182e+35 J^-1 m^-2
wavevector shift e E tau/hbar: 1.5193e+05 m^-1
transport length, upper branch: 549.19 nm
transport length, lower branch: 609.96 nm
v tau: 579.58 nm
current density j_x: 0.5636 A/m
S_y, Boltzmann solution: -3.34640e-23 J s m^-2
S_y, formula: -3.34640e-23 J s m^-2
S_y in units of hbar/2: -0.6346 um^-2
|S_x/S_y|: 1.5e-12
|S_z/S_y|: 3.3e-15
spin polarization S_y/(n hbar/2): -6.3465e-05
S_y/j_x: -5.9377e-23 J s m^-1 A^-1
uniform-relaxation-time S_y / correct S_y: 0.50000
alpha -20.0 meV nm: S_y = 3.34640e-23 J s m^-2
alpha 10.0 meV nm: S_y = -1.67320e-23 J s m^-2
alpha 20.0 meV nm: S_y = -3.34640e-23 J s m^-2
alpha 40.0 meV nm: S_y = -6.69280e-23 J s m^-2
alpha 80.0 meV nm: S_y = -1.33856e-22 J s m^-2
alpha where upper branch empties: 270.12 meV nm
S_y / linear law at mu = -0.2 E_R: 0.80000
S_y / linear law at mu = -0.5 E_R: 0.50000
splitting*tau/hbar = 56.57: vertex correction/(alpha sigma_y/hbar) = 0.99842
splitting*tau/hbar = 2.83: vertex correction/(alpha sigma_y/hbar) = 0.99821
all tests passed
```
